# Finite Fermi-Arc Lifetime from Smooth Scalar Disorder and a Gapless Bulk

A current in the surface arc of a Weyl semimetal looks protected when the arc is straight and the speed is the same all along it. All arc electrons at the Fermi level then share one velocity, so scattering from one arc state to another does not slow them. Yet the arc ends on bulk Fermi pockets, and an impurity potential can send an arc electron into the crystal. The question is whether this exit gives the arc current a finite lifetime when the disorder is scalar and varies slowly in space.

It does, provided that the bulk has states at the Fermi level. The word "gapless" is not sufficient: with the Fermi level at the Weyl node and at zero temperature, the bulk density of states vanishes, and so does the scattering rate at second order in the disorder.

## Model and surface condition

The crystal fills \(y>0\). Its Hamiltonian is

\[
H=\hbar v(k_x\sigma_x+k_y\sigma_y)-\hbar v\,\kappa(k_z)\sigma_z,\qquad
\kappa(k_z)=\frac{k_0^2-k_z^2}{2k_0}.
\]

The nodes lie at \(k_z=\pm k_0\), where \(|d\kappa/dk_z|=1\), so the cones are isotropic there. There is no further spin degeneracy. The Fermi energy is \(\mu=\hbar vk_F>0\), with \(k_F<k_0/2\) so that the two pockets are separate.

Use the eigenvectors of \(\sigma_x\) as basis, with amplitudes \(a\) for \(+1\) and \(b\) for \(-1\). The cyclic change \((\sigma_x,\sigma_y,\sigma_z)\to(\tau_z,\tau_x,\tau_y)\) preserves the Pauli algebra. With \(\varepsilon=E/\hbar v\) and \(k_y=-i\partial_y\), the eigenvalue equation becomes

\[
(\varepsilon-k_x)a=-i(\partial_y-\kappa)b,\qquad
(\varepsilon+k_x)b=-i(\partial_y+\kappa)a. \tag{1}
\]

The vacuum at \(y<0\) is a region of large positive mass, \(\kappa\to-m\). A solution that decays into it varies as \(e^{sy}\), with \(s=\sqrt{m^2+k_x^2-\varepsilon^2}\). The second equation gives

\[
\frac ba=-i\,\frac{s-m}{\varepsilon+k_x}
=-i\,\frac{k_x^2-\varepsilon^2}{(s+m)(\varepsilon+k_x)}
=\frac{i(\varepsilon-k_x)}{s+m}\longrightarrow0 .
\]

The surface condition is therefore \(b(0)=0\).

**Arc states.** Set \(b=0\) everywhere. Equation (1) requires \(\varepsilon=k_x\) and \((\partial_y+\kappa)a=0\), hence

\[
E=\hbar vk_x,\qquad a_\kappa(y)=\sqrt{2\kappa}\,e^{-\kappa y},\qquad |k_z|<k_0. \tag{2}
\]

**Bulk states.** Set \(b=N\sin py\). The first equation gives \(a=-iN(p\cos py-\kappa\sin py)/(\varepsilon-k_x)\). Inserting this in the second, the cosine terms cancel and \(\varepsilon^2=k_x^2+\kappa^2+p^2\) remains. For a crystal of large depth \(L\), each squared standing wave integrates to \(L/2\) times its squared amplitude, so normalization reads

\[
1=\frac{|N|^2L}{2}\left[1+\frac{p^2+\kappa^2}{(\varepsilon-k_x)^2}\right]
=\frac{|N|^2L}{2}\left[1+\frac{\varepsilon+k_x}{\varepsilon-k_x}\right]
=\frac{|N|^2L\,\varepsilon}{\varepsilon-k_x}.
\]

Apart from a constant phase, the upper component is then

\[
a=\sqrt{\frac{1+k_x/\varepsilon}{L}}\;u(y),\qquad
u=\frac{p\cos py-\kappa\sin py}{\sqrt{p^2+\kappa^2}}. \tag{3}
\]

## Why the isolated arc does not relax

Let \(U(x,y,z)\) be any scalar potential. Its element between arc channels \(k_z\) and \(k_z'\) is

\[
V_{k_zk_z'}(x)=\int_0^\infty dy\;a_\kappa(y)\,a_{\kappa'}(y)\,\tilde U(x,y;k_z-k_z'),
\]

where the tilde denotes the Fourier transform in \(z\). The profile \(a_\kappa\) does not depend on \(k_x\), so the projected potential remains local in \(x\) and commutes with \(x\). Thus

\[
\frac{dx}{dt}=\frac{i}{\hbar}\,[\hbar vk_x+V(x),x]=v .
\]

Within the projected model this holds for any disorder strength. The potential may redistribute electrons along the arc, but it cannot change their velocity along \(x\), the direction of the current. The property is lost when this velocity component varies along the arc, as it does on a curved arc with constant speed.

## Matrix elements into the bulk

The disorder is Gaussian with zero mean and correlator \(U_0^2e^{-r^2/2\xi^2}\). Its in-plane spectrum is

\[
C(\mathbf q)=2\pi\xi^2U_0^2\,e^{-q^2\xi^2/2},\qquad \mathbf q=(q_x,q_z). \tag{4}
\]

A scalar potential couples \(a\) to \(a\) and \(b\) to \(b\). Since the arc has \(b=0\), only (3) enters. Primes mark the final state, and \(A\) is the surface area:

\[
\overline{|M|^2}=\frac{1+k_x'/\varepsilon'}{AL}\,C(\mathbf q)\,Y,
\]
\[
Y=\int_0^\infty\!\!dy\int_0^\infty\!\!dy'\,a_\kappa(y)u(y)\,a_\kappa(y')u(y')\,e^{-(y-y')^2/2\xi^2}.
\]

To evaluate \(Y\), define

\[
G(\alpha)=\int_0^\infty dt\,e^{-\alpha t-t^2/2\xi^2}
=\xi\sqrt{\frac{\pi}{2}}\;\mathrm{erfcx}\!\left(\frac{\alpha\xi}{\sqrt2}\right),
\quad \mathrm{erfcx}(z)=e^{z^2}\mathrm{erfc}(z).
\]

In the double integral of \(e^{-\alpha y-\beta y'}e^{-(y-y')^2/2\xi^2}\), put \(y=y'+t\) in the half where \(y>y'\). That half gives \(G(\alpha)/(\alpha+\beta)\). The other half follows by exchange, so

\[
J(\alpha,\beta)=\frac{G(\alpha)+G(\beta)}{\alpha+\beta}.
\]

Now write \(u=\tfrac12(ce^{ipy}+c^*e^{-ipy})\) with \(c=(p+i\kappa')/\sqrt{p^2+\kappa'^2}\), and let \(\alpha=\kappa-ip\). Then

\[
Y=\frac{2\kappa}{4}\left[2\,\mathrm{Re}\,c^2J(\alpha,\alpha)+2J(\alpha,\alpha^*)\right].
\]

Here \(J(\alpha,\alpha)=G(\alpha)/\alpha\) and \(J(\alpha,\alpha^*)=\mathrm{Re}\,G(\alpha)/\kappa\). The result is

\[
Y=\mathrm{Re}\left[G(\alpha)\left(1+\frac{\kappa c^2}{\alpha}\right)\right],\qquad
c^2=\frac{p+i\kappa'}{p-i\kappa'}. \tag{5}
\]

The sign of \(Y\) is clearer in Fourier space. With \(\tilde g(Q)\) the transform of \(a_\kappa u\),

\[
Y=\int\frac{dQ}{2\pi}\,\sqrt{2\pi}\,\xi\,e^{-Q^2\xi^2/2}\,|\tilde g(Q)|^2>0,
\]

because \(a_\kappa u\) is not identically zero for \(\kappa,p>0\). At the arc end \(\kappa\to0\), equation (5) tends to \(\mathrm{Re}\,G(-ip)=\xi\sqrt{\pi/2}\,e^{-p^2\xi^2/2}\), which is also positive.

## The arc-to-bulk rate

The golden rule, with density \(L\,dp/\pi\) for the standing waves, reads

\[
\hbar\Gamma=2\pi\int\frac{A\,dk_x'dk_z'}{4\pi^2}\int_0^\infty\frac{L\,dp}{\pi}\,
\overline{|M|^2}\;\delta(\mu-E').
\]

The factors \(A\) and \(L\) cancel, leaving the prefactor \(1/2\pi^2\). At fixed \(k_z'\) set \(k_x'=\rho\cos\theta\) and \(p=\rho\sin\theta\), with \(0<\theta<\pi\). If \(k=\sqrt{\rho^2+\kappa'^2}\), then \(\rho\,d\rho=k\,dk\), and \(\delta(\mu-\hbar vk)=\delta(k-k_F)/\hbar v\). The radial integral gives \(k_F/\hbar v\). Therefore

\[
\boxed{\hbar\Gamma(k_z)=\frac{k_F}{2\pi^2\hbar v}\int_{|\kappa'|<k_F}\!\!dk_z'\int_0^\pi\! d\theta
\left(1+\frac{\rho\cos\theta}{k_F}\right)C(\mathbf q)\,Y} \tag{6}
\]

with \(\rho=\sqrt{k_F^2-\kappa'^2}\) and \(\mathbf q=(k_F-\rho\cos\theta,\;k_z-k_z')\). Both pockets are included.

Inside the integration range every factor in the integrand is positive; \(Y\) vanishes only on the edges, where \(p=0\). Hence \(\Gamma>0\) for every arc state when \(k_F>0\) and \(\xi\) is finite. Smoothness enters through \(e^{-q^2\xi^2/2}\). Since a bulk state has \(\varepsilon'\ge|k_x'|\), with equality only for \(\kappa'=p=0\), an arc state away from the node cannot enter the bulk at the same energy without a change of in-plane momentum. When the required change is large compared with \(1/\xi\), the rate is strongly suppressed, but not zero. As \(\xi\to\infty\) at fixed \(U_0\), it vanishes for every state a nonzero distance from the pocket. If the bulk is gapped at \(\mu\), the delta function has no support and this channel closes.

**Small pocket.** Let \(k_F\to0\) at fixed \(k_z\) inside the arc. Then \(\alpha\to\kappa\), and

\[
Y\to G(\kappa)\,\mathrm{Re}(1+c^2)=G(\kappa)\,\frac{2p^2}{p^2+\kappa'^2}.
\]

Near a node \(|dk_z'|=|d\kappa'|\), and \(d\kappa'd\theta=k_F\,d\Omega\) on the half-sphere \(p>0\). Exchanging the \(p\) and \(\kappa'\) axes shows that \(p^2/(p^2+\kappa'^2)\) averages to \(1/2\). The integral of \(2p^2/(p^2+\kappa'^2)\) is thus \(2\cdot\tfrac12\cdot2\pi k_F=2\pi k_F\), while the term in \(\cos\theta\) cancels by symmetry. Summing over the nodes gives

\[
\hbar\Gamma\simeq\frac{k_F^2}{\pi\hbar v}\,G(\kappa)\left[C(0,k_z-k_0)+C(0,k_z+k_0)\right]. \tag{7}
\]

This needs \(k_F\ll\kappa\), \(k_F\ll k_0\), \(k_F\xi\ll1\), and \(k_F\xi^2|k_z\mp k_0|\ll1\) for each node that contributes appreciably. The last condition lets the Gaussian be treated as constant across a pocket. The Born rate vanishes as \(\mu^2\) at the node.

## From rates to the lifetime of the current

Apply a force \(F\) along \(x\). Write the change of the arc distribution as \((-\partial f_0/\partial E)\,Fv\,g(k_z)\), where \(g\) is a time. The bulk is taken as thick and held in equilibrium; its own drift, which could feed current back into the arc, is left out. The stationary linear equation is

\[
\int_{-k_0}^{k_0}\!dk_z'\,W(k_z,k_z')\,[g(k_z)-g(k_z')]+\Gamma(k_z)g(k_z)=1. \tag{8}
\]

Call the first term \(Sg\). For intra-arc scattering, energy conservation fixes \(k_x'=k_x\). The depth integral has \(a_\kappa a_{\kappa'}=2\sqrt{\kappa\kappa'}\,e^{-(\kappa+\kappa')y}\), and \(J(s,s)=G(s)/s\) gives

\[
\hbar W=\frac{C(0,k_z-k_z')}{2\pi\hbar v}\,\frac{4\kappa\kappa'\,G(\kappa+\kappa')}{\kappa+\kappa'}. \tag{9}
\]

The factor \(1/2\pi\hbar v\) comes from \(2\pi\int dk_x'\,\delta(\mu-\hbar vk_x')/(2\pi)^2\).

Let \(\langle\cdot\rangle\) be the uniform average over \(-k_0<k_z<k_0\). The velocity is uniform, so the current lifetime is \(\tau=\langle g\rangle\). Since \(W\) is symmetric, \(\langle Sg\rangle=0\), and averaging (8) yields \(\langle\Gamma g\rangle=1\). If \(\Gamma=0\) everywhere, this reads \(0=1\): there is no stationary current, in agreement with the result for the isolated arc.

Multiplying (8) by \(g\) and averaging gives \(\langle gSg\rangle+\langle\Gamma g^2\rangle=\tau\). The first term is half the average of a non-negative quantity, \(\int dk_z'W(g-g')^2\), so \(\langle\Gamma g^2\rangle\le\tau\). The Cauchy–Schwarz inequality then gives two results:

\[
1=\langle\Gamma g\rangle^2\le\langle\Gamma\rangle\langle\Gamma g^2\rangle\le\langle\Gamma\rangle\tau,
\]
\[
\tau^2=\langle g\rangle^2\le\langle\Gamma g^2\rangle\langle1/\Gamma\rangle\le\tau\,\langle1/\Gamma\rangle .
\]

Consequently

\[
\frac1{\langle\Gamma\rangle}\le\tau\le\left\langle\frac1\Gamma\right\rangle. \tag{10}
\]

The rate \(\Gamma\) is continuous and positive on the closed arc, including its ends, so the upper bound is finite. This proves the finite lifetime within the Born kinetic description.

**Band-limited disorder.** Suppose the in-plane spectrum vanishes beyond a cutoff \(q_c\). Mid-arc states may then have \(\Gamma=0\), which makes the upper bound infinite. The lifetime can still be finite. Let the spectrum be continuous and positive below \(q_c\), so that steps along the arc connect all its states, including those near the ends where \(\Gamma>0\). If an undamped \(h\) existed, \(\langle hSh\rangle+\langle\Gamma h^2\rangle=0\) would force \(h\) to be constant along the arc and zero near its ends, hence zero everywhere. The operator in (8) is multiplication by the total out-rate, which is bounded below by a positive number, minus an integral operator with a continuous kernel. Such an operator is invertible if it has no null vector, so \(g\) and \(\tau\) are finite. Electrons in mid-arc first diffuse toward the ends, into the range where \(\Gamma>0\), and then leave.

**Conductance.** For \(|F|=e\mathcal E\), the \(k_x\) integral of \(-\partial f_0/\partial E\) is \(1/\hbar v\). The current per unit width divided by the field is

\[
G_{\rm sh}=\frac{e^2v^2}{4\pi^2\hbar v}\,2k_0\tau
=\frac{e^2}{h}\,\frac{k_0v\tau}{\pi}. \tag{11}
\]

The associated power per area, \(G_{\rm sh}\mathcal E^2\), is positive. The disorder is elastic; the assumed equilibrium bath carries the heat away.

## Implementation

For the pocket integral use \(\kappa'=k_F\cos\chi\), with \(k_z'=\pm\sqrt{k_0^2-2k_0\kappa'}\) and \(|dk_z'|=k_0|d\kappa'|/|k_z'|\). Gauss–Legendre nodes in \(\chi\) and \(\theta\) avoid the point \(p=\kappa'=0\), where \(c^2\) depends on direction but stays bounded. Evaluate \(G\) with a complex scaled complementary error function, since the separate factors of erfcx can overflow or underflow.

With nodes \(k_i\) and weights \(w_i\) on the arc, equation (8) becomes \(\sum_jA_{ij}g_j=1\), where

\[
A_{ij}=\delta_{ij}\Big(\Gamma_i+\sum_lw_lW_{il}\Big)-W_{ij}w_j,\qquad
\tau=\frac{1}{2k_0}\sum_iw_ig_i .
\]

If the rates are entered as energies \(\hbar\Gamma\) and \(\hbar W\), multiply the resulting inverse energy by \(\hbar\). The node spacing must resolve the width \(1/\xi\) of the intra-arc kernel.

## Worked example

Take round model parameters: \(\hbar v=0.3\) eV nm, \(k_0=1\) nm\(^{-1}\), \(\mu=60\) meV, \(U_0=10\) meV and \(\xi=4\) nm. Then \(k_F=0.06/0.3=0.2\) nm\(^{-1}\). The phase gained across one correlation length is of order \(U_0\xi/\hbar v=0.01\times4/0.3=0.13\), which supports a second-order treatment.

The rate \(\hbar\Gamma\) rises from \(6.3\times10^{-4}\) meV at \(k_z=0\) to 0.18 meV at 0.6 nm\(^{-1}\) and 0.99 meV at 0.95 nm\(^{-1}\). The rate is largest at the arc ends, but the escape is spread over the outer part of the arc: in the stationary state about half of it occurs at \(|k_z|>0.8\) nm\(^{-1}\) and about 30% at \(|k_z|<0.7\) nm\(^{-1}\). The broadening due to escape into the bulk is small compared with \(\mu\) everywhere. Close to the ends, however, it reaches the separation \(\hbar v(\sqrt{k_F^2+\kappa^2}-k_F)\) between the arc state and the bulk continuum at the same in-plane momentum, which is about 1.8 meV at 0.95 nm\(^{-1}\) and below 1 meV at 0.97 nm\(^{-1}\). On this last stretch the distinction between arc and bulk states is blurred.

The arc average is \(\hbar\langle\Gamma\rangle=0.260\) meV. With \(\hbar=(\hbar v)/v=0.658\) meV ps, the lower bound is \(0.658/0.260=2.5\) ps. Solving (8) gives \(\tau=4.1\) ps, whereas the upper bound is 125 ps. That upper bound is also the solution with \(S=0\), so intra-arc scattering shortens the lifetime about thirtyfold here. It cannot slow an electron by itself, but it brings mid-arc electrons to the exits.

With \(v=4.56\times10^5\) m/s, the mean free path is \(v\tau=1.9\) µm. Equation (11) gives \(1.9\times10^3/\pi\simeq6.0\times10^2\) in units of \(e^2/h\), or 23 mS. This is the arc response under the stated bath assumption, not the conductance of a whole film. The assumption matters at the level of 10 to 20%: if the bulk drifts with the Born transport time of an isotropic cone in the same disorder, about 0.84 ps, feedback raises \(\tau\) to roughly 4.5 ps, and at \(\xi=2\) nm from 7.5 to roughly 9 ps.

Lowering \(\mu\) from 60 to 30 and 15 meV raises \(\tau\) from 4.1 to 9.4 and 28 ps. The product \(\tau\mu^2\) still changes, from 14.8 to 8.5 and 6.4 fs eV\(^2\), so these pockets are not yet in the limit where a simple inverse-square law describes the lifetime.

At fixed \(U_0\), correlation lengths of 2, 4 and 8 nm give 7.5, 4.1 and 4.8 ps. The dependence is not monotonic. Equation (4) contains two opposing trends, since increasing \(\xi\) raises the spectral weight at small \(q\) but narrows its range; the depth overlaps also depend on \(\xi\), and these effects were not separated here. Between 4 and 8 nm the direct rate at \(k_z=0\) falls to \(3.7\times10^{-11}\) meV, while \(\tau\) changes by less than a fifth. For band-limited disorder with \(q_c=0.4\) nm\(^{-1}\), obtained by multiplying (4) by \((1-q^2/q_c^2)^2\) below the cutoff, the smallest rate is zero and \(\tau\) is 17 ps. The cutoff also reduces the variance of the disorder to 0.32 of its value; rescaled to equal variance, \(\tau\) is 5.3 ps, so most of the increase from 4.1 ps comes from the weaker disorder rather than from mid-arc blocking.

A separate test follows a wave packet through one explicit smooth potential, without the golden rule. It uses a finite set of modes in a slab 30 nm deep, with \(b=0\) on both faces, and stronger disorder, \(U_0/\hbar v=0.1\) nm\(^{-1}\). The condition on the far face is a simplification: the vacuum used above would impose \(a=0\) there and add an arc moving in the opposite direction. With \(b=0\) on the far face, a channel with \(\kappa<0\) instead carries a state bound to that face that moves in the same direction as the arc; one such channel is present in the first run below. Over a time in which a free arc electron travels 60 nm, the mean speed is \(0.87v\) when bulk modes are accessible at the packet's central energy. When \(\kappa\) is raised so that the packet's central energy lies inside the bulk gap of every included channel, it is \(0.9998v\). The change also makes the arc states shallower, so the two runs do not isolate a single matrix element. For this one potential, they show a loss of speed when bulk states are accessible and almost none when they are not. The remaining checks, including diagonalization of a discretized half-space, are listed in the numerical output.

## Range of validity

The lifetime is a second-order result for weak disorder, straight arcs and a thick bulk in equilibrium. It should not be extrapolated to \(U_0\xi/\hbar v\gtrsim1\), nor to the node itself. The Born broadening of the bulk states scales as \(\mu^2\) and stays small compared with \(\mu\) on approach, but at \(\mu\to0\) the vanishing Born rate does not establish an infinite lifetime: any bulk density of states that disorder creates at the node lies beyond second order. Phonons, electron interactions and coupling to an opposite surface are also absent from \(\tau\).

## Computed results

```
hbar v = 0.3 eV nm; velocity = 4.558e+05 m/s
k0 = 1.0 1/nm; mu = 60 meV; kF = 0.200 1/nm
U0 = 10 meV; xi = 4.0 nm
Born parameter U0 xi/(hbar v) = 0.133
bulk half-gap at kz=0: 150 meV
kz = 0.00 1/nm: kappa = 0.5000 1/nm, hbar*Gamma = 6.253e-04 meV
kz = 0.40 1/nm: kappa = 0.4200 1/nm, hbar*Gamma = 3.679e-02 meV
kz = 0.60 1/nm: kappa = 0.3200 1/nm, hbar*Gamma = 1.806e-01 meV
kz = 0.80 1/nm: kappa = 0.1800 1/nm, hbar*Gamma = 5.348e-01 meV
kz = 0.95 1/nm: kappa = 0.0488 1/nm, hbar*Gamma = 9.949e-01 meV
arc-averaged hbar*Gamma = 0.2597 meV
lower bound on lifetime = 2534.9 fs
arc lifetime tau = 4121.8 fs
upper bound on lifetime = 1.246e+05 fs
mean free path = 1878.6 nm
arc sheet conductance = 597.98 e^2/h
  the same = 23.166 mS
mu = 15 meV: tau = 28470.7 fs, tau*mu^2 = 6.4059 fs eV^2
mu = 30 meV: tau = 9394.7 fs, tau*mu^2 = 8.4552 fs eV^2
mu = 60 meV: tau = 4121.8 fs, tau*mu^2 = 14.8384 fs eV^2
xi = 2 nm: tau = 7497.9 fs, hbar*Gamma(kz=0) = 3.368e-02 meV
xi = 4 nm: tau = 4121.8 fs, hbar*Gamma(kz=0) = 6.253e-04 meV
xi = 8 nm: tau = 4845.1 fs, hbar*Gamma(kz=0) = 3.663e-11 meV
band-limited disorder, cutoff = 0.4 1/nm:
  smallest hbar*Gamma = 0.0 meV, tau = 16565 fs
packet: U0/(hbar v) = 0.1 1/nm, kx = 0.4 1/nm, kz = 0.7 1/nm
packet: v*time = 60 nm, slab depth = 30 nm
packet mean speed/v, gapless bulk = 0.8745
packet mean speed/v, gapped bulk = 0.9998
vacuum spinor |b/a| at mass 10, 100 1/nm: 0.01000, 0.00100
relative deviation, modes vs diagonalization = 1.1e-03
relative deviation, pocket integral vs sum = 2.2e-03
relative deviation, small-pocket law = 1.4e-03
```
